Testing an exponential Lorenz-number fit for acoustic-phonon scattering

**Problem**

The electronic part of the thermal conductivity, κ_e, is often estimated from the electrical conductivity σ as κ_e = LσT. For a semiconductor the Lorenz number L depends on doping, and a convenient estimate takes it from the measured Seebeck coefficient S:

L_fit = 1.5 + exp(−|S|/116),

with L in 10⁻⁸ W Ω/K² and S in μV/K. Consider a single parabolic band of electrons scattered by long-wave acoustic phonons.

(a) Derive the transport integrals and show that |S| alone determines L.
(b) Find L(|S|) in the degenerate and dilute limits.
(c) Solve for L(|S|) numerically and find the errors of the fit.
(d) An n-type leg of a thermoelectric generator has T = 500 K, S = −150 μV/K and total thermal conductivity 2.5 W/(m K). Take four valleys of mass 0.3 m_e, deformation potential D = 20 eV, elastic constant C = 100 GPa, density 8 g/cm³ and gap 0.4 eV. Find its lattice thermal conductivity, and estimate what the single-band model neglects.

**Solution**

**(a) From scattering to L(|S|)**

Atomic units are used in the algebra, with e and k_B kept visible. Energy E is measured from the band edge, k is the wave number, v the speed, and g(E) the density of states per valley and spin.

A sound wave shifts the band edge by D times the dilation. For a crystal of volume Ω and density ρ, the squared matrix element for a phonon of wave number q and frequency ω = cq is

|M|² = D²q²/(2ρΩω) × (N or N + 1),

for absorption or emission. If ω ≪ k_BT, both N and N + 1 are close to k_BT/ω. The two processes then add up to

D²q²k_BT/(ρΩω²) = D²k_BT/(ΩC), where C = ρc².

This does not depend on angle, so the backscattering factor 1 − cos θ averages to 1. With the phonon energy neglected, the golden rule gives

1/τ = 2π(D²k_BT/C)g(E), g(E) = mk/(2π²),
1/τ = D²k_BT mk/(πC).

Hence τ ∝ E^(−1/2).

Let f be the Fermi function and f′ its energy derivative. In a field ℰ and a temperature gradient, the steady Boltzmann equation for charge −e gives the deviation

δf = −τ(−f′) v·[eℰ* + (E − μ)∇T/T], eℰ* = eℰ + ∇μ.

Define the transport function and its moments, for N_v valleys:

Σ(E) = (2N_v/3) g v²τ, M_n = ∫Σ(E)(E − μ)ⁿ(−f′)dE.

Summing −ev δf and (E − μ)v δf over states gives the electric current j and the heat current Q:

j = e²M₀ℰ* + (e/T)M₁∇T,
Q = −eM₁ℰ* − (1/T)M₂∇T.

The first line gives σ = e²M₀. Thermal conductivity is defined at j = 0, where ℰ* = S∇T with

S = −M₁/(eTM₀).

Inserting this field into Q gives

κ_e = (M₂ − M₁²/M₀)/T,
L = κ_e/(σT) = [M₂/M₀ − (M₁/M₀)²]/(e²T²).

The subtracted term is the heat carried back by the current that the thermoelectric field drives.

Because τ ∝ 1/g, the density of states cancels in Σ. With v² = 2E/m and x = E/k_BT,

Σ = N_vCv²/(3πD²k_BT) = 2N_vCx/(3πmD²).

Now set η = μ/k_BT, s = |S|/(k_B/e), ℓ = L/(k_B/e)², and

K_n = ∫₀^∞ x(x − η)ⁿ(−df/dx)dx, F_j = ∫₀^∞ xʲf dx.

Integration by parts gives ∫x^(j+1)(−df/dx)dx = (j + 1)F_j, so

K₀ = F₀ = ln(1 + e^η),
K₁ = 2F₁ − ηF₀,
K₂ = 3F₂ − 4ηF₁ + η²F₀.

In K₂/K₀ − (K₁/K₀)² the terms containing η cancel, which leaves

s = 2F₁/F₀ − η,
ℓ = 3F₂/F₀ − (2F₁/F₀)².

The mass, D, C and the number of valleys have dropped out. For an ellipsoidal valley whose τ depends on energy alone, put k_i = √m_i w_i. The energy becomes w²/2, and v_i² = w_i²/m_i averages to 2E/(3m_i) on an energy surface. Each M_n acquires the same factor 1/m_i, so σ depends on direction but S and L do not.

It remains to show that s fixes η. Since ∂f/∂η = −∂f/∂x, we have F₁′ = F₀, where the prime on F now means d/dη. Then

ds/dη = 1 − 2F₁F₀′/F₀².

Consider H = 2F₁ − F₀²/F₀′. Its derivative is

H′ = 2F₀ − 2F₀ + F₀²F₀″/F₀′² = F₀²F₀″/F₀′² > 0,

because F₀′ = 1/(1 + e^(−η)) increases with η. For η → −∞ both terms of H vanish, so H > 0 at every finite η. This means 2F₁F₀′ > F₀² and ds/dη < 0. One value of |S| therefore belongs to one η and to one L.

**(b) The two limits**

*Degenerate band.* Put y = x − η. The thermal window −df/dx is even in y, has unit area and has second moment π²/3. For η ≫ 1 the lower limit y = −η may be moved to −∞ with an exponentially small error. Then

K₀ = η, K₁ = π²/3, K₂ = ηπ²/3,
s = π²/(3η), ℓ = π²/3 − s².

In the units of the fit, L ≈ 2.443 − 10⁻⁴S². The true curve is flat at S = 0, whereas the fit starts at 2.5 with slope −1/116. The fit is 2.3% too high at S = 0, but it soon falls below the curve. To second order in S the two are equal when

0.0570 − S/116 + (1/(2·116²) + 10⁻⁴)S² = 0,

whose smaller root is S = 7.5 μV/K.

*Dilute band.* With z = e^η ≪ 1, f = ze^(−x) − z²e^(−2x) + …, and

F_j = j!(z − z²/2^(j+1) + z³/3^(j+1) − …).

Dividing the series gives

F₁/F₀ = 1 + z/4 − 7z²/72 + …,
F₂/F₀ = 2(1 + 3z/8 − 47z²/432 + …).

Therefore

s = 2 − η + z/2 + …,
ℓ = 2 + z/4 − z²/8 + ….

The first line gives e^(2−s) = z(1 − z/2 + …). One quarter of this reproduces both corrections in ℓ, so

ℓ = 2 + e^(2−s)/4 + O(z³),
L ≈ 1.485 + 1.372 exp(−|S|/86.17).

An exponential in |S| is thus the natural form for a dilute band: the Boltzmann factor e^η sets the correction to L, and |S| is linear in η. The decay scale is k_B/e = 86.17 μV/K, not 116, and the amplitude is 1.372, not 1. The fit tends to 1.5 instead of 1.485, an error of +1.0%.

**(c) The numerical curve**

For each η the moments K_n are integrated numerically, and η is then adjusted until s has the required value. The substitution x = u² and Gauss–Legendre points in u serve for this. Doubling the number of points from 200 to 400 moves L by at most 1.4 × 10⁻⁹ in the units of the fit. Some values are:

|S|, η, L, L_fit, error relative to L
20, 14.18, 2.403, 2.342, −2.6%
40, 7.07, 2.290, 2.208, −3.6%
60, 4.62, 2.150, 2.096, −2.5%
100, 2.42, 1.913, 1.922, +0.5%
150, 1.02, 1.726, 1.774, +2.8%
200, 0.07, 1.620, 1.678, +3.6%
300, −1.37, 1.527, 1.575, +3.1%
400, −2.61, 1.498, 1.532, +2.2%

Over the scanned range, 0.94 to 1206 μV/K, the error has two extrema of nearly equal size: −3.6% at 36 μV/K and +3.7% at 218 μV/K. It vanishes at 7.5 and 93 μV/K. The fit therefore follows the model to better than 4%, but it is not an identity.

The near balance of the extrema shows what the number 116 does. If 1.5 and the unit amplitude are kept and only the scale is varied, the smallest worst-case error is 3.63%, at a scale of 115.8 μV/K. With 116 it is 3.65%. The scale is a compromise over the whole range of doping, not the decay constant of the dilute band.

The limiting laws of part (b) can replace the fit within this model. Using the degenerate law below 50 μV/K and the dilute law from 50 μV/K upward gives a worst error of 1.5%. From 100 μV/K upward the error is at most 0.12%. The price is a jump at 50 μV/K, from 2.193 to 2.253, so the joined form should not be differentiated there.

**(d) The generator leg**

The measured Seebeck coefficient gives s = 150/86.17 = 1.741, and the numerical inversion gives η = 1.019. With k_BT = 0.0431 eV, the chemical potential lies 0.044 eV above the band edge. The band is neither dilute nor strongly degenerate.

From part (a), with K₀ = ln(1 + e^1.019) = 1.327 and ħ restored,

σ = N_v · 2ħCe²/(3πmD²) · K₀
= 4 × 2.047 × 10⁴ S/m × 1.327
= 1.087 × 10⁵ S/m = 1087 S/cm.

The carrier density follows from k = (2mk_BTx)^(1/2):

n = N_v(2mk_BT)^(3/2)/(2π²) · ∫₀^∞ √x f dx = 5.66 × 10¹⁹ cm⁻³.

The mobility is σ/(ne) = 120 cm²/(V s). At E = 2k_BT the mean free path is about 6/k. The Boltzmann equation is therefore usable for this leg, but not by a wide margin: at that energy the collision broadening ħ/τ is about 0.7 k_BT, and it is neglected here.

The numerical Lorenz number is 1.726 × 10⁻⁸ W Ω/K², so

κ_e = 1.726 × 10⁻⁸ × 1.087 × 10⁵ × 500 = 0.94 W/(m K),
κ_lattice = 2.50 − 0.94 = 1.56 W/(m K).

The fit gives κ_e = 0.96 and κ_lattice = 1.54 W/(m K), which is 1.7% below the numerical lattice value. The metallic value L = 2.443 would give κ_e = 1.33 and κ_lattice = 1.17 W/(m K), which is 25% too low. Within the model the fit is clearly the better choice of the two. Whether the model describes the leg is a separate question.

*Phonon energy.* The sound speed is √(C/ρ) = 3536 m/s. For an electron with E = 2k_BT, the largest phonon energy is about 0.09 k_BT. Keeping the phonon energies in the momentum-loss rate of such an electron, without Pauli factors, changes the rate by −0.08%. At fixed C, a sound speed ten times lower reduces this shift a hundredfold. The elastic approximation is harmless here.

*Nonparabolic band.* In a narrow-gap semiconductor the dispersion is better described by E(1 + E/G) = k²/(2m), with G the gap. Differentiation gives v(1 + 2E/G) = k/m, hence

v² = (2E/m)(1 + E/G)/(1 + 2E/G)².

If the scattering matrix element stays constant, τ still cancels g and Σ ∝ v². At the same S, L drops from 1.726 to 1.292, and the fit is then 37% too high. Here and below, the errors of the fit are relative to the L of the changed model. This dispersion assumes that the band-edge mass comes entirely from the coupling across the gap. For m = 0.3 m_e that is a strong assumption: a two-band dispersion that keeps the free-electron term, with the same edge mass and a constant matrix element, gives L ≈ 1.53.

The direction can be understood from a dilute band with Σ ∝ xᵖ. Its weight xᵖe^(−x) has mean p + 1 and variance p + 1, so ℓ = p + 1. The parabolic band has p = 1. Here k_BT/G = 0.108, and the logarithmic slope of v² at x = 2 is

1 + 0.215/1.215 − 4 × 0.215/1.431 = 0.58.

The transport function rises more slowly with energy, which lowers L, even below the parabolic dilute limit of 1.485. With σ held at 1087 S/cm, the nonparabolic L gives κ_e = 0.70 and κ_lattice = 1.80 W/(m K). In a two-band model with this dispersion, the Bloch functions change with energy, and the result depends on how strain shifts the two band edges. If the shifts are equal in size, the scattering of the more energetic electrons is weakened and the constant matrix element exaggerates the effect; a valence-edge shift twice as large and of opposite sign would instead lower L further, to about 1.23. At the same S, L is then about 1.51 if strain shifts both band edges equally, and about 1.37 if it shifts them by equal and opposite amounts. The fit is 18% or 30% too high, and κ_lattice is 1.68 or 1.76 W/(m K).

*Other scattering.* At the same S, τ ∝ E^(1/2), a rough form for polar scattering, gives L = 2.267, and the fit is 22% too low. For τ ∝ E^(3/2), a rough form for charged impurities, L = 2.601 and the fit is 32% too low. If impurities supply one fifth of the scattering rate at E = k_BT and acoustic phonons the rest, L is 1.701. This is slightly below the pure acoustic value, although pure impurity scattering lies far above it. A linear interpolation between the two pure cases would therefore get even the sign of the change wrong.

*Minority holes.* Let p_e and p_h be the electron and hole shares of σ, and let s_e, ℓ_e and s_h, ℓ_h be the values of s and ℓ for each band alone. Electrons carry energy above μ and holes energy below it, so the mean of (E − μ)/k_BT is p_e s_e − p_h s_h. The variance is

ℓ = p_e ℓ_e + p_h ℓ_h + p_e p_h(s_e + s_h)².

The last term is the heat carried by electron–hole pairs moving together without net current. For a valence band that mirrors the conduction band, the hole share at 500 K is 0.0025%, and L rises only to 1.729.

At an 800 K hot side, with net doping and gap held fixed, the hole share is still only 0.40%. But s_e + s_h is about 10.2, so the pair term adds

0.0040 × 10.2² × 0.743 ≈ 0.31

to L. The total is L = 1.926 at |S| = 198 μV/K, where the fit gives 1.681, which is 13% too low. These figures use parabolic bands. With the nonparabolic dispersion above for both bands and the net doping kept at 5.66 × 10¹⁹ cm⁻³ (not readjusted to the measured S at 500 K), the hole share is about 1.4% and L lies between 1.99 and 2.23 for the three treatments of the matrix element above (constant, equal shifts, opposite shifts). The fit is then 16–26% too low. A small hole share has a large effect because each pair carries an energy of at least the gap.

*Comparison with real legs.* The parameters are round numbers, not those of a particular material. A carrier density of several 10¹⁹ cm⁻³, a conductivity near 1000 S/cm and a Seebeck coefficient of 100 to 250 μV/K are roughly typical of doped narrow-gap thermoelectrics. The deformation potential of 20 eV is on the high side and is best read as an effective value; with acoustic scattering alone it affects σ but not L(|S|). For this leg at 500 K both the band shape and the scattering matter. With σ and S held fixed, the nonparabolic band raises the inferred lattice conductivity from 1.56 to roughly 1.7–1.8 W/(m K) for the three treatments of the matrix element considered, whereas purely polar-like or purely impurity scattering would lower it to about 1.27 or 1.09 W/(m K).

The 4% accuracy in part (c) is therefore the accuracy with which the fit reproduces one model. It can be taken as the error of a measured leg's Lorenz number only if the band is nearly parabolic over several k_BT, acoustic phonons cause nearly all the scattering, and minority carriers are negligible at the temperature of use. Apart from the mean free path and collision broadening, the estimate with the free-electron term, the estimates with changing Bloch functions and the nonparabolic estimate at 800 K, the values behind these results are collected in the numerical output.

Numbers as computed

```
Units: S in uV/K, L in 1e-8 W ohm/K^2
kB/e = 86.173 uV/K; (kB/e)^2 = 0.7426
L limits: metal 2.4430, dilute 1.4852
fit error in limits: S=0 +2.33 %, large S +1.00 %
   S      eta      L      fit    error %
   5   56.700   2.4405   2.4578   +0.71
  20   14.175   2.4030   2.3416   -2.55
  40    7.070   2.2902   2.2083   -3.58
  60    4.622   2.1499   2.0962   -2.50
 100    2.423   1.9126   1.9223   +0.51
 150    1.019   1.7256   1.7744   +2.83
 200    0.074   1.6198   1.6783   +3.61
 250   -0.688   1.5606   1.6159   +3.55
 300   -1.365   1.5274   1.5753   +3.14
 400   -2.606   1.4984   1.5318   +2.23
lowest error -3.61 % at S = 36.4, eta = 7.77
highest error +3.65 % at S = 217.5, eta = -0.21
fit error zero at S = 7.50 and 92.58
scanned S from 0.94 to 1206
minimax scale 115.83 uV/K, worst error 3.63 %
dilute law: 1.4852 + 1.3717 exp(-S/86.17)
joined limiting laws: worst error 1.47 %
  same for S >= 100: 0.121 %
largest L shift, 200 to 400 nodes: 1.4e-09
ellipsoid masses 1,1,5: sigma ratio 5.0000, same S and L
LEG: T = 500 K, S = -150 uV/K, 4 valleys, mass 0.3 m_e
D = 20 eV, C = 100 GPa, density 8 g/cm^3
gap 0.4 eV, total kappa 2.5 W/(m K)
kT = 0.04309 eV, eta = 1.0192
Fermi level above band edge 0.04391 eV
carriers 5.662e+19 cm^-3, sigma 1086.9 S/cm
mobility 119.8 cm^2/(V s)
L numerical 1.7256, fit 1.7744
numerical L: kappa_e 0.9378, lattice 1.5622 W/(m K)
fit: kappa_e 0.9643, lattice 1.5357 W/(m K)
metal L: kappa_e 1.3277, lattice 1.1723 W/(m K)
sound speed 3536 m/s, k at E=2kT 0.0824 1/angstrom
phonon energy at 2k over kT: 0.0890
rate shift from phonon energy -0.080 %
  same with sound 10 times slower -0.00080 %
neglected effects at the same S: L, error of fit
nonparabolic: 1.2921, +37.33 %
1/5 impurity: 1.7011, +4.31 %
all polar-like: 2.2674, -21.74 %
all impurity: 2.6005, -31.77 %
with holes, 500 K: eta 1.019, hole share of sigma 0.0025 %
  |S| 149.97, L 1.7293, fit 1.7745, error +2.62 %
with holes, 800 K: eta 0.043, hole share of sigma 0.4029 %
  |S| 198.37, L 1.9257, fit 1.6809, error -12.72 %
```
